# Dirac 2s–2p dipole matrix element and the two-level Stark shift: a numerical check

```python
# Result under test: for a Dirac electron in the field of a point charge Z,
#   |<2s1/2,m| z |2p1/2,m>| = (1+gamma) sqrt(1+2 gamma) / (2 Z) bohr,
#   gamma = sqrt(1-(Z alpha)^2), tending to sqrt(3)/Z at low Z.
# With a gap D between 2s1/2 (upper) and 2p1/2 (lower) and coupling V = e F |z|,
# the two-level Stark shifts are +/- [sqrt(D^2/4+V^2) - D/2].
# kappa: Dirac angular number (-1: s1/2, +1: p1/2, -2: p3/2); P, Q: large and
# small radial functions; F: static field along z; c = 1/alpha in atomic units.
# The gap D is an input: the measured hydrogen Lamb splitting, rounded (rough).
from math import sqrt, gamma as gamma_function, factorial, exp
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv

alpha = const.fine_structure
c = 1.0 / alpha
bohr = const.physical_constants["Bohr radius"][0]
hartree_MHz = const.physical_constants["hartree-hertz relationship"][0] * 1e-6
dipole_unit = const.e * bohr / const.h * 1e-6      # MHz per (V/m)


def integrate(function, charge):
    return quad(function, 0.0, 80.0 / charge, epsabs=0.0, epsrel=1e-10, limit=300)[0]


def orbital(charge, kappa):
    """Normalized n=2 radial pair, binding fraction 1-E/c^2, N, lambda, raw norm."""
    zeta = charge * alpha
    g = sqrt(kappa**2 - zeta**2)
    nodes = 2 - abs(kappa)
    big_n = sqrt((nodes + g)**2 + zeta**2)
    eps = (nodes + g) / big_n
    binding = zeta**2 / (big_n**2 * (1 + eps))
    lam = charge / big_n

    def raw(r):
        x = 2 * lam * r
        poly = (big_n - kappa) * (1 - nodes * x / (2 * g + 1))
        common = x**g * exp(-x / 2)
        return (sqrt(1 + eps) * common * (poly - nodes),
                -sqrt(binding) * common * (poly + nodes))

    norm = integrate(lambda r: raw(r)[0]**2 + raw(r)[1]**2, charge)

    def pair(r):
        p, q = raw(r)
        return p / sqrt(norm), q / sqrt(norm)
    return pair, binding, big_n, lam, norm


nodes_cos, weights_cos = np.polynomial.legendre.leggauss(12)


def polar_part(l, mu):
    """Polar factor of a spherical harmonic, normalized over cos(theta)."""
    a = abs(mu)
    if a > l:
        return np.zeros_like(nodes_cos)
    value = sqrt((2*l + 1) / 2 * factorial(l - a) / factorial(l + a)) * lpmv(a, l, nodes_cos)
    return (-1)**a * value if mu < 0 else value


def spinor(kappa, m):
    """Spin-angular function from Clebsch-Gordan coefficients: (up, down)."""
    l = kappa if kappa > 0 else -kappa - 1
    plus = sqrt((l + m + 0.5) / (2*l + 1))
    minus = sqrt((l - m + 0.5) / (2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return up * polar_part(l, round(m - 0.5)), down * polar_part(l, round(m + 0.5))


def angular(kappa_a, kappa_b, m):
    a, b = spinor(kappa_a, m), spinor(kappa_b, m)
    return float(np.sum(weights_cos * nodes_cos * (a[0]*b[0] + a[1]*b[1])))


def z_element(charge, kappa_a, kappa_b, m=0.5):
    fa, fb = orbital(charge, kappa_a)[0], orbital(charge, kappa_b)[0]
    large = integrate(lambda r: r * fa(r)[0] * fb(r)[0], charge)
    small = integrate(lambda r: r * fa(r)[1] * fb(r)[1], charge)
    return (angular(kappa_a, kappa_b, m) * large
            + angular(-kappa_a, -kappa_b, m) * small)


def z_closed(charge):
    g = sqrt(1 - (charge * alpha)**2)
    return (1 + g) * sqrt(1 + 2*g) / (2 * charge)


# The radial functions must solve the Dirac equation at the stated energies.
for charge in (1, 80):
    for kappa in (-1, 1, -2):
        pair, binding, big_n, lam, norm = orbital(charge, kappa)
        for r in (0.5 / charge, 1.7 / charge, 7.0 / charge):
            h = 1e-4 * r
            (p, q), (p1, q1), (p0, q0) = pair(r), pair(r + h), pair(r - h)
            dp, dq = (p1 - p0) / (2*h), (q1 - q0) / (2*h)
            right_p = (c * (2 - binding) + charge / (r * c)) * q
            right_q = (c * binding - charge / (r * c)) * p
            scale_p = abs(dp) + abs(kappa * p / r) + abs(right_p)
            scale_q = abs(dq) + abs(kappa * q / r) + abs(right_q)
            # finite-difference error is of relative order 1e-8
            assert abs(dp + kappa * p / r - right_p) < 1e-6 * scale_p
            assert abs(dq - kappa * q / r - right_q) < 1e-6 * scale_q
        if abs(kappa) == 1:
            b = big_n**2 - 1
            norm_closed = 2 * big_n * gamma_function(b) / ((big_n + kappa) * lam)
            assert abs(norm / norm_closed - 1) < 1e-8

# Angular factors, for large and small components and both signs of m.
for m in (0.5, -0.5):
    assert abs(angular(-1, 1, m) + 2*m/3) < 1e-12
    assert abs(angular(1, -1, m) + 2*m/3) < 1e-12

# Closed matrix element against quadrature, from light to heavy ions.
print("Z | |z| by quadrature (bohr) | closed form (bohr) | |z| Z/sqrt(3)")
for charge in (1, 10, 40, 80):
    z_num = abs(z_element(charge, -1, 1))
    assert abs(z_num / z_closed(charge) - 1) < 1e-8
    assert abs(abs(z_element(charge, -1, 1, -0.5)) / z_num - 1) < 1e-10
    print(f"{charge:2d} | {z_num:.8f} | {z_closed(charge):.8f} | {z_num*charge/sqrt(3):.6f}")
slope = (1 - abs(z_element(10, -1, 1)) * 10 / sqrt(3)) / (10 * alpha)**2
assert abs(slope / (5/12) - 1) < 3e-3              # next order is about 0.1 percent
print(f"relative decrease over (Z alpha)^2 at Z=10: {slope:.4f}; 5/12 = {5/12:.4f}")

# Hydrogen: couplings and intervals.
z_half = abs(z_element(1, -1, 1))
z_three = abs(z_element(1, -1, -2))
assert abs(z_three - sqrt(6)) < 1e-3               # relativistic change is about 1e-4
fine_hartree = orbital(1, 1)[1] * c**2 - orbital(1, -2)[1] * c**2
assert abs(fine_hartree / (alpha**2 / 32) - 1) < 1e-4
fine = fine_hartree * hartree_MHz
gap = 1100.0                                       # MHz, rough measured input
coupling = z_half * dipole_unit                    # MHz per (V/m)
coupling_three = z_three * dipole_unit
print(f"sqrt(3) = {sqrt(3):.6f}, radial integral at Z=1 = {3*z_half:.6f} bohr")
print(f"|<2s1/2|z|2p3/2>| at Z=1, m=1/2: {z_three:.5f} bohr")
print(f"input gap (rough Lamb splitting): {gap:.0f} MHz")
print(f"Dirac 2p3/2-2p1/2 interval: {fine:.1f} MHz")
print(f"e a0/h = {dipole_unit:.6f} MHz per V/m")
print(f"V/(h F) = {coupling:.6f} MHz per V/m (linear shift if gap were zero)")


def shift_formula(field):
    return sqrt(gap**2 / 4 + (coupling * field)**2) - gap / 2


def shifts_two(field):
    v = coupling * field
    low, high = np.linalg.eigvalsh([[0.0, v], [v, gap]])
    return low, high - gap


def shifts_three(field):
    v, w = coupling * field, coupling_three * field
    levels = np.linalg.eigvalsh([[0.0, v, 0.0], [v, gap, w], [0.0, w, fine]])
    return levels[0], levels[1] - gap


print("F (V/m) | V/h | V^2/gap | two-level 2s | three-level 2s | three-level 2p1/2 (MHz)")
for field in (1e3, 1e4, 1e5):
    low, high = shifts_two(field)
    assert abs(high - shift_formula(field)) < 1e-9 * gap
    assert abs(low + shift_formula(field)) < 1e-9 * gap
    low3, high3 = shifts_three(field)
    v = coupling * field
    print(f"{field:.0e} | {v:.3f} | {v*v/gap:.4f} | {high:.4f} | {high3:.4f} | {low3:.4f}")

# Weak-field and strong-field limits, from diagonalization.
weak = 100.0
quadratic = (coupling * weak)**2 / gap
assert abs(shifts_two(weak)[1] / quadratic - 1) < 1e-4
strong = 1e8                                       # formal limit of the 2x2 model only
assert abs(shifts_two(strong)[1] / (coupling * strong) - 1) < 1e-3
crossover = gap / (2 * coupling)
assert abs(shifts_two(crossover)[1] - (sqrt(2) - 1) * gap / 2) < 1e-8
print(f"crossover field V = gap/2: {crossover:.0f} V/m, shift there {shifts_two(crossover)[1]:.1f} MHz")
print(f"two-level 2s shift at 1e4 V/m: {shift_formula(1e4)*1e6*const.h/const.e*1e6:.4f} microeV")

# Effect of 2p3/2 on weak-field shifts: strong for 2s, absent for 2p1/2.
factor = 1 - 2 * gap / (fine - gap)
low3, high3 = shifts_three(weak)
assert abs(high3 / quadratic - factor) < 1e-3      # the ratio 2 holds up to order alpha^2
assert abs(low3 / quadratic + 1) < 1e-4
print(f"weak-field 2s shift, three-level over two-level: {high3/quadratic:.4f}; formula {factor:.4f}")
print(f"weak-field 2p1/2 shift, three-level over two-level: {-low3/quadratic:.4f}")

# Closure bound on all states outside n=2, relative to the two-level shift.
two_level_strength = z_half**2 / (gap / hartree_MHz)
for name, kappa, inside in (("2s1/2", -1, z_half**2 + z_three**2), ("2p1/2", 1, z_half**2)):
    pair = orbital(1, kappa)[0]
    z_squared = integrate(lambda r: r*r * (pair(r)[0]**2 + pair(r)[1]**2), 1) / 3
    outside = z_squared - inside
    bound = outside / (5 / 72) / two_level_strength
    assert 0 < outside and bound < 1e-4
    print(f"{name}: <z^2> = {z_squared:.4f}, outside n=2 {outside:.4f} bohr^2, relative bound {bound:.1e}")

print("finished without a failed check")
```

Printed output:

```
Z | |z| by quadrature (bohr) | closed form (bohr) | |z| Z/sqrt(3)
 1 | 1.73201238 | 1.73201238 | 0.999978
10 | 0.17282040 | 0.17282040 | 0.997779
40 | 0.04173898 | 0.04173898 | 0.963920
80 | 0.01834349 | 0.01834349 | 0.847250
relative decrease over (Z alpha)^2 at Z=10: 0.4171; 5/12 = 0.4167
sqrt(3) = 1.732051, radial integral at Z=1 = 5.196037 bohr
|<2s1/2|z|2p3/2>| at Z=1, m=1/2: 2.44947 bohr
input gap (rough Lamb splitting): 1100 MHz
Dirac 2p3/2-2p1/2 interval: 10949.6 MHz
e a0/h = 0.012795 MHz per V/m
V/(h F) = 0.022162 MHz per V/m (linear shift if gap were zero)
F (V/m) | V/h | V^2/gap | two-level 2s | three-level 2s | three-level 2p1/2 (MHz)
1e+03 | 22.162 | 0.4465 | 0.4463 | 0.3466 | -0.4464
1e+04 | 221.619 | 44.6499 | 42.9712 | 33.3297 | -43.2974
1e+05 | 2216.187 | 4464.9879 | 1733.4156 | 1104.5741 | -2050.6742
crossover field V = gap/2: 24817 V/m, shift there 227.8 MHz
two-level 2s shift at 1e4 V/m: 0.1777 microeV
weak-field 2s shift, three-level over two-level: 0.7766; formula 0.7766
weak-field 2p1/2 shift, three-level over two-level: 1.0000
2s1/2: <z^2> = 13.9995, outside n=2 4.9997 bohr^2, relative bound 4.0e-06
2p1/2: <z^2> = 9.9996, outside n=2 6.9997 bohr^2, relative bound 5.6e-06
finished without a failed check
```
